# Exciton absorption in a uniform field: contact density and near-exponential tail

## A pair without attraction

Consider an electron and a hole that do not attract each other, in a uniform static field along $z$. Their relative motion is free across the field and one-dimensional along it, so the absorption edge can be found in closed form.

Energies are in exciton Rydbergs $R$, measured from the zero-field gap, and lengths in exciton Bohr radii $a$. For isotropic parabolic bands

$$H_0=-\nabla^2+fz,\qquad f=\frac{eFa}{R},$$

where $F$ is the macroscopic field inside the crystal. For a dipole-allowed transition, absorption is a slowly varying factor times the contact density

$$S(E)=\sum_s|\psi_s(0)|^2\,\delta(E-E_s),$$

because light creates the pair at zero separation. $S$ has the unit $1/(Ra^3)$.

Motion along $z$ with energy $\epsilon$ obeys $-\phi''+fz\phi=\epsilon\phi$. Its solution is $\phi=N\,\mathrm{Ai}(f^{1/3}z-\epsilon f^{-2/3})$. Since $\int\mathrm{Ai}(t-b)\mathrm{Ai}(t-c)\,dt=\delta(b-c)$, normalization to $\delta(\epsilon-\epsilon')$ requires $N^2f^{-1/3}f^{2/3}=1$, so $N^2=f^{-1/3}$. Transverse motion takes the energy $k^2$, leaving $\epsilon=E-k^2$:

$$S_{\rm FK}=\int_0^\infty\frac{k\,dk}{2\pi}f^{-1/3}\mathrm{Ai}^2\!\left(\frac{k^2-E}{f^{2/3}}\right)=\frac{f^{1/3}}{4\pi}\int_x^\infty\mathrm{Ai}^2(t)\,dt,\qquad x=-\frac{E}{f^{2/3}}.$$

The Airy equation gives $(t\,\mathrm{Ai}^2-\mathrm{Ai}'^2)'=\mathrm{Ai}^2$. The integral is therefore $\mathrm{Ai}'^2(x)-x\,\mathrm{Ai}^2(x)$, the Franz–Keldysh result.

Below the gap put $E=-\kappa^2$. For large $t$, $\mathrm{Ai}^2\simeq e^{-4t^{3/2}/3}/(4\pi\sqrt t)$. Integrating divides this by the decay rate $2\sqrt x$, so

$$S_{\rm FK}\simeq\frac{f}{32\pi^2\kappa^2}e^{-4\kappa^3/(3f)},\qquad \frac{d\ln S_{\rm FK}}{dE}\simeq\frac{2\kappa}{f}+\frac1{\kappa^2}.$$

The slope follows from $dE=-2\kappa\,d\kappa$. Where this expansion holds, $\kappa^3\gg f$, the slope grows with depth: on a logarithmic plot this tail is curved, not straight.

## What the field setting does to an exciton

With a statically screened attraction, $H=-\nabla^2-2/r+fz$. This Wannier model omits lattice corrections, phonons and disorder. For $f>0$ the exciton is a resonance, since the pair can tunnel apart.

Use $\xi=r+z$ and $\eta=r-z$. Then $r=(\xi+\eta)/2$, $z=(\xi-\eta)/2$, and the volume element is $\frac14(\xi+\eta)\,d\xi\,d\eta\,d\varphi$. Only functions independent of $\varphi$ reach the origin. For them

$$\nabla^2=\frac4{\xi+\eta}\left(\partial_\xi\xi\partial_\xi+\partial_\eta\eta\partial_\eta\right).$$

Multiply $(H-E)\psi=0$ by $(\xi+\eta)/4$. The attraction becomes $-1$ and the field term becomes $f(\xi^2-\eta^2)/8$. With $\psi=u(\xi)v(\eta)$ the equation separates:

$$(\xi u')'+\left(\frac{E\xi}{4}-\frac{f\xi^2}{8}+Z_1\right)u=0,$$

$$(\eta v')'+\left(\frac{E\eta}{4}+\frac{f\eta^2}{8}+Z_2\right)v=0,\qquad Z_1+Z_2=1.$$

The first equation describes the uphill side. Its solutions are bound, so at each $E$ it has discrete values $Z_{1n}$. The second describes the downhill side and is open at every energy. Choose $u_n(0)=v_n(0)=1$ and define $I_n=\int_0^\infty u_n^2\,d\xi$.

To find the oscillation amplitude, put $v=\chi/\sqrt\eta$. Then $\eta v'=\sqrt\eta\,\chi'-\chi/(2\sqrt\eta)$, and differentiating once more gives $(\eta v')'=\sqrt\eta\,[\chi''+\chi/(4\eta^2)]$. Hence

$$\chi''+Q\chi=0,\qquad Q=\frac E4+\frac{f\eta}8+\frac{Z_2}\eta+\frac1{4\eta^2}.$$

Far downhill $\chi_n=A_nw^{-1/2}\sin\theta$, with $\theta'=w\simeq\sqrt Q$.

The Green function fixes the normalization. The volume element turns $(\xi+\eta)\delta^3(\mathbf r)/4$ into $\delta(\xi)\delta(\eta)/(2\pi)$. Expand $\delta(\xi)=\sum_nu_n(\xi)/I_n$ and $G=\sum_nu_n(\xi)g_n(\eta)/I_n$. Each channel then obeys

$$-(\eta g_n')'-\left(\frac{E\eta}{4}+\frac{f\eta^2}{8}+Z_{2n}\right)g_n=\frac{\delta(\eta)}{2\pi}.$$

Let $h_n$ be the outgoing solution, with $\sqrt\eta\,h_n\to w^{-1/2}e^{i\theta}$. For a source at $\eta'$, $g_n=v_n(\eta_<)h_n(\eta_>)/(2\pi W)$. The constant $W=\eta(v_n'h_n-v_nh_n')$, evaluated far out, is

$$W=A_n(\cos\theta-i\sin\theta)e^{i\theta}=A_n.$$

The imaginary part of $h_n$ is $v_n/A_n$, so $\mathrm{Im}\,g_n(0)=1/(2\pi A_n^2)$. Since $S=\mathrm{Im}\,G(0,0)/\pi$,

$$\boxed{S(E)=\sum_n\frac1{2\pi^2I_nA_n^2}.}$$

A large $A_n$ means that a solution of unit size at the origin is large outside, so little of the normalized state lies at contact.

## Evaluating the spectrum

1. At fixed $E$, diagonalize the $\xi$ equation in Laguerre functions. This gives $Z_{1n}$ and $u_n^2(0)/I_n=1/I_n$. The numbers below use 80 basis functions.
2. Set $Z_{2n}=1-Z_{1n}$ and start $v_n=\sum_ka_k\eta^k$ with $a_0=1$. Equating powers of $\eta$ gives
$$a_{k+1}=-\frac{Z_2a_k+Ea_{k-1}/4+fa_{k-2}/8}{(k+1)^2},$$
where coefficients with negative index vanish.
3. Continue from $\eta=1$ by fourth-order Runge–Kutta integration. The step here is 0.02, and the end lies at least 25 lengths $(8/f)^{1/3}$ beyond the field turning point.
4. Extract the amplitude. Substituting $\chi=Aw^{-1/2}\sin\theta$ into its equation gives $w^2=Q-w''/(2w)+3w'^2/(4w^2)$. With $w\simeq\sqrt Q$ on the right,
$$w^2\simeq Q-\frac{Q''}{4Q}+\frac{5Q'^2}{16Q^2}.$$
Because $\chi'+w'\chi/(2w)=Aw^{1/2}\cos\theta$,
$$A^2=w\chi^2+\frac1w\left(\chi'+\frac{w'}{2w}\chi\right)^2,\qquad \frac{w'}{2w}\simeq\frac{Q'}{4Q}.$$
5. Sum channels until $S$ is stable. At $f=0.25$ the lowest channel carries 99.97% of $S$ at $E=-0.6$, but 36% at $E=0.5$. A one-channel calculation can be accurate at the first energy and still fail above the gap.

## Why the tail can look exponential

Take $\kappa>1$, below the zero-field exciton, and $f\to0$. In the lowest channel $u=e^{-\kappa\xi/2}$, which gives $Z_1=\kappa/2$, $I=1/\kappa$ and $Z_2=1-\kappa/2$.

Near the origin the field term in the $\eta$ equation is negligible, and

$$v=e^{-\kappa\eta/2}M(b,1,\kappa\eta),\qquad b=\frac12-\frac{Z_2}\kappa=1-\frac1\kappa,$$

with $M$ the confluent hypergeometric function. For $\kappa\eta\gg1$, $M\simeq e^{\kappa\eta}(\kappa\eta)^{b-1}/\Gamma(b)$, so

$$\chi\simeq\frac{e^{\kappa\eta/2}(\kappa\eta)^{-Z_2/\kappa}}{\sqrt\kappa\,\Gamma(b)}.$$

Further out the pair crosses a barrier ending near $\eta_0=2\kappa^2/f$. There $p=\sqrt{-Q}\simeq p_0-Z_2/(2\eta p_0)$, with $p_0=\frac\kappa2\sqrt{1-\eta/\eta_0}$. For $\eta\ll\eta_0$,

$$\int_\eta^{\eta_0}p\,d\eta'\simeq\frac{2\kappa^3}{3f}-\frac{\kappa\eta}2-\frac{Z_2}\kappa\ln\frac{4\eta_0}\eta.$$

The barrier solution $Bp^{-1/2}\exp(-\int_\eta^{\eta_0}p\,d\eta')$ connects to an oscillation of amplitude $A=2B$. Matching in the region where both forms hold, with $p\simeq\kappa/2$, gives

$$B=\frac{e^{2\kappa^3/(3f)}}{\sqrt2\,\Gamma(b)}\left(\frac{8\kappa^3}f\right)^{-Z_2/\kappa}.$$

Here the powers of $\eta$ cancel and $4\kappa\eta_0=8\kappa^3/f$. Inserting $A^2=4B^2$ into $S=\kappa/(2\pi^2A^2)$,

$$S\simeq\frac{\kappa\,\Gamma(1-1/\kappa)^2}{4\pi^2}\left(\frac{8\kappa^3}f\right)^{2/\kappa-1}e^{-4\kappa^3/(3f)}.$$

Channel $n$ has $Z_1=\kappa(n+\frac12)$, which replaces $b$ by $b+n$ and multiplies the leading formula by $(f/8\kappa^3)^{2n}[\Gamma(b+n)/\Gamma(b)]^2$, so the lowest channel dominates. Without attraction, $Z_2=-\kappa/2$ and $b=1$; the same matching returns the Franz–Keldysh tail.

This is a leading weak-field formula. At $E=-2$, the numerically integrated $S$ is 0.916, 0.952 and 0.974 times the formula for $f=0.1$, 0.05 and 0.025. At $f=0.25$ the ratio is 0.83 at this energy, and it runs from 0.87 at $E=-2.5$ to 0.81 at $E=-1.5$.

Differentiate its logarithm and divide by $dE/d\kappa=-2\kappa$:

$$\frac{d\ln S}{dE}\simeq\frac{2\kappa}f+\frac1{\kappa^2}+\frac{\ln(8\kappa^3/f)-\psi(1-1/\kappa)-3}{\kappa^3},$$

where $\psi$ is the digamma function. As $\kappa\to1$, $-\psi$ diverges as $1/(\kappa-1)\simeq2/|E+1|$, the slope of a Lorentzian wing. At large $\kappa$ the tunnelling term $2\kappa/f$ diverges. The formula therefore has a minimum slope between these limits, and around it $\ln S$ is nearly straight. That is the near-exponential tail of Dow–Redfield electroabsorption in this model. It is a finite window, because the exponent of the final decay is proportional to $|E|^{3/2}$, not to $|E|$.

The argument needs the window to lie outside the field-broadened exciton peak, where the weak-field formula fails.

## A worked setting

Choose a reduced mass of $0.1$ electron masses and a dielectric constant of $10$. Then $R=13.606\times10^3\times0.1/10^2=13.606$ meV and $a=0.05292\times10/0.1=5.292$ nm. The field unit $R/(ea)$ is 25.71 kV/cm, so $f=0.25$ means $F=6.43$ kV/cm.

The exciton peak lies at $E=-1.075$, with height $2.45$ and full width at half maximum $0.072\,R$. At this energy $Z_{10}=0.567$. The zero-field form gives $\kappa/2=0.518$. First-order perturbation theory adds $f\langle\xi^2\rangle/8=f/(4\kappa^2)=0.058$, since $\langle\xi^2\rangle=2/\kappa^2$. The sum, $0.577$, overshoots: first-order theory makes the shift about a fifth too large.

Below the peak, the numerical values are:

| $E/R$ | $S$ | $S/S_{\rm FK}$ |
|---:|---:|---:|
| −1.5 | $4.63\times10^{-4}$ | $1.7\times10^4$ |
| −2.0 | $5.10\times10^{-7}$ | $4.9\times10^3$ |
| −2.5 | $5.14\times10^{-10}$ | $2.4\times10^3$ |
| −3.0 | $3.51\times10^{-13}$ | $1.5\times10^3$ |

Attraction raises the whole listed tail, most strongly near the exciton. This uneven gain offsets the curvature of the Franz–Keldysh tail.

A spline through the computed $\ln S$ has its minimum slope, $13.46/R$, at $E=-1.85$. The weak-field formula gives $13.56/R$ at nearly the same energy. Of this, tunnelling supplies $2\sqrt{1.846}/0.25=10.87$; the other terms supply 2.69.

The slope stays within 5% of its minimum from $E=-2.48$ to $-1.52$, while $S$ falls by 5.7 decades. Without attraction, the best interval above $E=-3.5$ with a slope constant to 5% covers only 2.2 decades. The decay energy is $1/13.46=0.0743\,R=1.01$ meV. By $E=-4.5$ the slope has risen to $17.65/R$, so extrapolating the exponential that far overestimates absorption.

## Choosing the field and fitting the tail

**Convert the field first.** Since $R\propto\mu/\varepsilon^2$ and $a\propto\varepsilon/\mu$, the field unit scales as $\mu^2/\varepsilon^3$, where $\mu$ is the reduced mass and $\varepsilon$ the dielectric constant. The same laboratory field can be weak for one exciton and strong for another.

**Do not assume the same window at every field.** The integrated spectra give these slopes at two fixed energies:

| $f$ | Slope at −2.5 | Slope at −1.5 | Ratio | Ratio without attraction |
|---:|---:|---:|---:|---:|
| 0.10 | 33.40 | 29.32 | 1.14 | 1.27 |
| 0.25 | 14.16 | 14.26 | 0.99 | 1.25 |
| 0.50 | 7.62 | 8.77 | 0.87 | 1.23 |
| 1.00 | 4.19 | 3.35 | 1.25 | 1.19 |

Between these energies, tunnelling alone changes the slope by $2(\sqrt{2.5}-\sqrt{1.5})/f=0.713/f$. Subtracting this from the computed changes leaves $-3.1$, $-3.0$ and $-2.6$ for the first three fields. Balance with a loss near 3 requires $f\simeq0.713/3=0.24$, consistent with the nearly equal end slopes at $f=0.25$.

A ratio different from 1 does not mean that the window is absent; it moves with the field. At $f=0.1$ the slope has its minimum at $E=-1.53$ and stays within 5% from $-1.98$ to $-1.29$, about 8.9 decades. At $f=0.5$ the minimum is at $E=-2.19$ and the window runs from $-2.99$ to $-1.75$, about 4.2 decades.

At $f=1$ the remainder is $+0.1$, but here $E=-1.5$ lies on the flank of the broadened peak, which is centred at $-0.93$; $S(-1.5)$ is 40% of the peak height. The slope then has no minimum below the peak. It still varies by less than 5% from $-3.34$ to $-1.99$, about 2.5 decades, against 0.7 decades for the best interval above $E=-3.5$ without attraction.

**Do not rescale a fitted decay energy linearly with field.** At $E=-2.5$, slope times $f$ rises from 3.34 at $f=0.1$ to 4.19 at $f=1$. A law proportional to $1/f$ would keep it constant. Taken at the slope minimum of each field, the product is 2.93, 3.36 and 3.77 for $f=0.1$, 0.25 and 0.5.

**Use an outgoing boundary.** On the downhill axis the field turning point is at $|z|=|E|/f$. At the slope minimum this is $1.85/0.25=7.4\,a$, or 39 nm, and the integration used here extends well beyond it. A hard wall at distance $L$ also creates artificial levels. Far downhill the local wave number is $k\simeq\sqrt{f|z|}$, and the phase changes with energy by $\int_0^L d|z|/(2k)\simeq\sqrt{L/f}$. Successive levels differ by a phase $\pi$, hence by $\pi\sqrt{f/L}$ in energy. For $L=100\,a$ this is $0.16\,R$ within one channel, more than twice the exciton width. This holds away from the resonance; at the peak its extra phase narrows the gap to about $0.075\,R$, still no finer than the width.

**Keep Lorentzian broadening out of the tail.** Treating the peak as Lorentzian, its area is about $(\pi/2)(2.45)(0.072)=0.28$. With an added half-width $\gamma$, the peak alone contributes roughly $0.28\gamma/[\pi(0.925)^2]=0.10\gamma$ at $E=-2$. This equals the unbroadened density there when $\gamma=5\times10^{-6}R$, about $7\times10^{-5}$ meV. States above the peak add to the contribution, so an even smaller $\gamma$ is enough for the broadening, rather than the field, to determine the tail at that energy.

**Fit only where the local slope is flat.** Plot $d\ln S/dE$ before quoting a decay energy, and report the window. In a real sample, phonons and disorder can also produce absorption below the gap; this field calculation does not contain them.
